# Why averaging energy and free energy removes the quadratic smearing error

**Result**

A metallic electrode can be computed with Fermi-Dirac occupations at a smearing energy \(\tau=k_BT\) well above room temperature. The internal energy \(E\) then lies above the zero-temperature energy \(E_0\), and the free energy \(F=E-\tau S\) lies below it, where \(S\) is the electronic entropy divided by \(k_B\). To order \(\tau^2\) the two errors are equal and opposite, so the average

\[
A=\tfrac12(E+F)=F+\tfrac12\tau S
\]

has no quadratic error. For fixed energy levels,

\[
A=E_0+\pi^4\tau^4\left[\frac{7g''}{360}-\frac{g'^2}{72\,g}\right]+O(\tau^6).
\]

Here \(g\) is the density of states for both spins, and it and its energy derivatives are taken at the zero-temperature Fermi level \(\mu_0\). The electron number \(N\) and the nuclei are fixed, the density functional does not itself depend on \(\tau\), the k mesh is converged, and \(g\) is smooth over several \(\tau\) around \(\mu_0\). Energies are in eV.

**Why the quadratic terms cancel**

The self-consistent calculation makes \(E-\tau S\) stationary with respect to orbitals and occupations at fixed \(N\). When \(\tau\) changes, the first-order response of these variables therefore does not change \(F\). Only the explicit factor \(\tau\) counts:

\[
\frac{dF}{d\tau}=-S .
\]

Inserting this in \(E=F+\tau S\) and in \(A=F+\tau S/2\) gives

\[
E=F-\tau\frac{dF}{d\tau},\qquad A=F-\frac{\tau}{2}\frac{dF}{d\tau}.
\]

A term \(c\,\tau^p\) in \(F\) thus becomes \(c(1-p)\tau^p\) in \(E\) and \(c(1-p/2)\tau^p\) in \(A\). For \(p=2\) the factors are \(-1\) and \(0\), which is the cancellation. For \(p=4\) the factor in \(A\) is \(-1\): the quartic error of \(F\) survives with its sign reversed. The argument does not assume independent electrons. What remains is to show that \(F\) starts with \(\tau^2\) and continues with \(\tau^4\).

**The quartic coefficient**

For fixed levels the grand potential is

\[
\Omega(\mu,\tau)=-\tau\int g(\varepsilon)\ln\!\left[1+e^{(\mu-\varepsilon)/\tau}\right]d\varepsilon .
\]

Let \(\mathcal N(\varepsilon)\) be the integral of \(g\) from below the band up to \(\varepsilon\), and \(M(\varepsilon)\) the integral of \(\mathcal N\), so that \(M''=g\). The logarithm has the derivative \(-f/\tau\), with \(f\) the Fermi function. Two integrations by parts, whose boundary terms vanish, give

\[
\Omega=-\int \mathcal N f\,d\varepsilon=-\int M(\varepsilon)\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\]

The weight \(-\partial f/\partial\varepsilon\) has unit area, a width of a few \(\tau\), and is even about \(\mu\). In a Taylor expansion of \(M\) about \(\mu\) the odd powers therefore drop out. With \(x=(\varepsilon-\mu)/\tau\), the averages over this weight are \(\langle x^2\rangle=\pi^2/3\) and \(\langle x^4\rangle=7\pi^4/15\). Dividing them by \(2!\) and \(4!\) gives

\[
\Omega=-M(\mu)-\frac{\pi^2}{6}g(\mu)\tau^2-\frac{7\pi^4}{360}g''(\mu)\tau^4+O(\tau^6).
\]

At fixed \(N\), \(F=\Omega+\mu N\), with \(\mu\) set by \(\partial(\Omega+\mu N)/\partial\mu=0\). Write \(\mu=\mu_0+\delta\). Since \(M'(\mu_0)=N\), the terms linear in \(\delta\) cancel in \(-M+\mu N\). Since also \(E_0=\mu_0N-M(\mu_0)\),

\[
F=E_0-\frac{g\delta^2}{2}-\frac{\pi^2}{6}\tau^2(g+g'\delta)-\frac{7\pi^4}{360}g''\tau^4+O(\tau^6).
\]

The omitted terms, such as \(\delta^3\) and \(\tau^2\delta^2\), are of sixth order because \(\delta\) is of order \(\tau^2\). Stationarity in \(\delta\) gives

\[
\delta=-\frac{\pi^2\tau^2}{6}\frac{g'}{g}.
\]

This means \(-(\pi^2/6)\tau^2g'\delta=g\delta^2\). The two terms containing \(\delta\) then add to \(+g\delta^2/2=\pi^4\tau^4g'^2/(72g)\), and

\[
F=E_0-\frac{\pi^2}{6}g\tau^2+\pi^4\tau^4\left[\frac{g'^2}{72g}-\frac{7g''}{360}\right]+O(\tau^6).
\]

Reversing the quartic term gives the stated result for \(A\). Its coefficient vanishes if \(7gg''=5g'^2\), in which case the leading error is of higher order.

**How large the errors are**

Take a Gaussian band with 10 states per formula unit, an rms width \(W=2\) eV and one electron per formula unit. One tenth of the band is filled, which puts \(\mu_0\) 2.563 eV below the band centre and gives \(g=0.8775\) eV⁻¹, \(g'=0.5623\) eV⁻² and \(g''=0.1409\) eV⁻³. The quadratic coefficient is \(\pi^2g/6=1.443\) eV⁻¹. The quartic coefficient of \(A\) is

\[
97.41\,(0.00274-0.00500)\approx-0.22\ \text{eV}^{-3}.
\]

The table gives errors relative to \(E_0\) in meV per formula unit. They were found by summing occupations and entropy over a fine energy grid, with \(\mu\) adjusted to hold \(N\) fixed. The last column is the quartic formula.

| \(\tau\) (eV) | \(E\) | \(F\) | \(A\) | quartic |
|---|---|---|---|---|
| 0.05 | 3.60 | −3.61 | −0.0014 | −0.0014 |
| 0.10 | 14.37 | −14.41 | −0.0221 | −0.0221 |
| 0.20 | 56.7 | −57.4 | −0.357 | −0.353 |
| 0.40 | 213.9 | −225.2 | −5.66 | −5.65 |

At \(\tau=0.1\) eV (1160 K) averaging reduces the error about 650-fold, to \(-8.1\times10^{-7}\) hartree. Doubling \(\tau\) multiplies the errors of \(E\) and \(F\) by about 4 and that of \(A\) by about 16. The close agreement at 0.4 eV is partly fortuitous. From 0.2 to 0.4 eV the deviation from the quartic formula grows about fourfold, whereas a \(\tau^6\) term alone would grow 64-fold, so higher terms must offset one another there.

Part of the error cancels in energy differences, but not all of it. If a second structure has a band 5% narrower at the same filling, \(g\) rises as \(1/W\). At \(\tau=0.1\) eV the difference of free energies is then wrong by −0.76 meV per formula unit, against −0.004 meV for the difference of averages.

**Self-consistent charge transfer**

With interactions, the potential also responds to \(\tau\). At fixed potential the expansion contains even powers of \(\tau\). If the self-consistent solution responds regularly, without an instability or a jump to another solution, it is a smooth function of \(\tau^2\), and so is \(F\). The quadratic term still cancels, but the quartic coefficient now includes the response. This excludes unscreened exact exchange in a metal (Hartree-Fock or a global hybrid), where the levels have a logarithmic singularity at the Fermi surface and \(S/\tau\) does not settle to a constant. For the electron gas at \(r_s=3\) with 25% exact exchange, the change in \(A\) falls only about 4.5-fold per halving of \(\tau\) between 0.2 and 0.025 eV.

A mean-field example splits the band into two layers, \(a\) and \(b\), with five states each. Their bare level offset is 1 eV, and a charging energy \(Uq^2/2\) is added, where \(U=2\) eV and \(q=(n_a-n_b)/2\) is the transferred charge. Solved self-consistently, the average has an error of −0.021 meV per formula unit at \(\tau=0.1\) eV. Between 0.025 and 0.05 eV this error grows as \(\tau^{4.00}\). The response is a small part of it here: freezing the levels at their zero-temperature positions changes the error by only about 1%.

The \(E\) in the average must be the total energy. The eigenvalue sum exceeds it by \(Uq^2/2\), and \(q\) shifts in proportion to \(\tau^2\). Even measured against its own zero-temperature value, the average formed with that sum in place of \(E\) has an error of −0.15 meV at 0.1 eV, growing approximately as \(\tau^2\).

**Where the quartic law fails**

*Kinks.* Suppose \(g=g_0+s|\varepsilon-\mu_0|\) over the thermal window. By symmetry \(\mu\) stays at \(\mu_0\), and electrons and holes contribute equally to the extra energy from the kink:

\[
2s\tau^3\int_0^\infty\frac{x^2dx}{e^x+1}=3\zeta(3)s\tau^3 .
\]

For \(p=3\) the factor in \(E\) is \(-2\) and that in \(A\) is \(-1/2\), so the error of \(A\) is one quarter of this, \(\tfrac34\zeta(3)s\tau^3\), with \(\zeta(3)\approx1.202\). For \(s=0.5\) eV⁻² and \(\tau=0.1\) eV it is 0.45 meV. The quadratic term has gone, but the leading error is cubic.

*Narrow peaks.* Add to the Gaussian band a half-filled interface peak at \(\mu_0\), with 0.2 states and an rms width of 0.2 eV. At \(\tau=0.1\) eV the error of \(A\) becomes −0.79 meV, about 36 times that of the smooth band. The peak adds 0.40 eV⁻¹ to \(g\) and about −10 eV⁻³ to \(g''\), for which the quartic formula would give −1.9 meV. The peak is too narrow for the expansion to be quantitative.

*Coarse k meshes.* A finite mesh replaces \(g\) by spikes, and averaging does not repair this. Consider a cubic nearest-neighbour tight-binding band with the same rms width, number of states and filling. Its mesh error in \(A\) is measured against a \(160^3\) mesh at the same \(\tau\), with all meshes offset by half a spacing. At \(\tau=0.1\) eV it is 20 meV per formula unit for an \(8^3\) mesh, and at worst 1.4 meV among the five even meshes from \(16^3\) to \(24^3\). For those five the worst error is 3.5 meV at \(\tau=0.026\) eV and 0.20 meV at 0.2 eV. In this example more smearing makes the worst mesh error smaller, while the quartic error grows. The mesh error of \(A\) is larger than that of \(F\): at 0.1 eV, \(F\) is off by 14 meV on the \(8^3\) mesh and by at most 0.65 meV on the other five.

**Forces and electrodes at fixed potential**

Hellmann-Feynman forces at self-consistency are minus the derivatives of \(F\), not of \(A\). For a structural parameter \(\lambda\),

\[
\frac{dA}{d\lambda}=\frac{dF}{d\lambda}+\frac{\tau}{2}\frac{dS}{d\lambda}.
\]

In the Gaussian model every level scales with \(W\), so \(dF/dW=E/W\). Its error is \((E-E_0)/W=14.37/2\approx7.2\) meV per eV at \(\tau=0.1\) eV, against 0.03 for \(dA/dW\). A relaxation driven by the usual forces therefore finds the minimum of \(F\), and its geometry keeps a quadratic error even if \(A\) is reported at the end. The error of that \(A\) is still quartic, but the geometry shift adds a positive term. With a spring \(k(W-W_a)^2/2\), \(k=1\) eV⁻¹, that holds \(W\) at 2 eV at zero temperature, the error at 0.1 eV becomes +0.004 meV instead of −0.022 meV.

When \(\mu\) rather than \(N\) is fixed, as for an electrode coupled to a reservoir, the matching pair is \(\Omega\) and \(\Omega+\tau S=E-\mu N\). Their average \(\Omega+\tau S/2\) has no quadratic error, because \(S=-(\partial\Omega/\partial\tau)_\mu\). By contrast, \((E+F)/2\) contains \(\mu N\), and for fixed levels \(N\) changes by \((\pi^2/6)g'\tau^2\). With fixed levels, \(\tau=0.1\) eV and energies measured from the band centre, its error is −23.6 meV, against 0.026 meV for the grand-potential average. The first number depends on the chosen zero of energy. In a real electrode the added charge also shifts the levels: a charging energy \(U(\delta N)^2/2\) divides the change in \(N\) by \(1+Ug\), so that −23.6 meV shrinks to −8.6 meV for \(U=2\) eV and to −2.2 meV for \(U=11\) eV.

**Real electrodes and what to do**

The model does not represent a particular electrode material. Its \(g\), \(g'\) and \(g''\), which set the errors, are those of the Gaussian. Real bands are not Gaussian, and an interface can add narrow states. The kink and the peak above, both with assumed strengths, give errors of size 0.45 and 0.79 meV at 0.1 eV, against 0.02 meV for the smooth band. These are still far below the errors of \(E\) or \(F\) alone, which are 14 to 20 meV in the three cases.

- Report \(A\) for zero-temperature total energies at fixed \(N\), and compare structures at the same \(\tau\).
- Converge the k mesh at the chosen \(\tau\), then lower \(\tau\) and converge the mesh again. A change in \(A\) that does not fall about 16-fold per halving of \(\tau\) can come from structure in \(g\), an unconverged mesh, loose self-consistency, unscreened exact exchange, a change of electronic solution or an accidentally small quartic coefficient. The test needs tightly converged energies: in the smooth band, \(A\) changes by only 0.02 meV per formula unit between 0.1 and 0.05 eV, which is less than \(10^{-6}\) hartree.
- Use \(F\) with its own forces during relaxation. If the geometry matters at the level of the quadratic error, repeat the relaxation at smaller \(\tau\).
- Do not use \(A\) where the physical electronic temperature matters. At 300 K the model's real thermal energy \(E-E_0\) is 0.96 meV per formula unit, and averaging removes this too.
